# Probe Misalignment and Hall Voltage at Low Mobility, with Finite-Length Correction: verification in Python

```python
"""
Result under test: on a Hall bar of width W whose opposite voltage probes are
displaced by delta along the current, offset / Hall voltage = delta/(mu*B*W).
mu: Hall mobility, B: magnetic field normal to the film, holes carry current.
Reading V = phi(lower edge, x0) - phi(upper edge, x0 + delta),
current along +x, field along +z. Lengths in the conduction solver are in um.
"""
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import spsolve
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.constants import e as q, k as kB, h as planck, m_e, pi


def line_matrices(nodes):
    """Integrals of N_i'N_j', N_i N_j and N_i'N_j for linear elements."""
    n = len(nodes)
    stiff, mass, mixed = (sp.lil_matrix((n, n)) for _ in range(3))
    for i, d in enumerate(np.diff(nodes)):
        for a in range(2):
            for b in range(2):
                stiff[i + a, i + b] += (1 if a == b else -1) / d
                mass[i + a, i + b] += d * (2 if a == b else 1) / 6
                mixed[i + a, i + b] += -0.5 if a == 0 else 0.5
    return stiff.tocsr(), mass.tocsr(), mixed.tocsr()


def probe_reading(length, width, rho, step, shift=0.0, contact=0.0):
    """Solve div J = 0 with 1 V between the end contacts; return V in volts.
    contact > 0 makes each probe a metal strip of that length on the edge."""
    x = np.linspace(0, length, int(round(length / step)) + 1)
    x = np.unique(np.round(np.append(x, length / 2 + shift), 9))
    y = np.linspace(0, width, int(round(width / step)) + 1)
    s = np.linalg.inv(np.array(rho, dtype=float))
    kx, mx, cx = line_matrices(x)
    ky, my, cy = line_matrices(y)
    full = (s[0, 0] * sp.kron(kx, my) + s[1, 1] * sp.kron(mx, ky)
            + s[0, 1] * sp.kron(cx, cy.T) + s[1, 0] * sp.kron(cx.T, cy))
    low = int(np.argmin(abs(x - length / 2)))
    up = int(np.argmin(abs(x - length / 2 - shift)))
    label = np.arange(len(x) * len(y)).reshape(len(x), len(y))
    if contact > 0:
        label[abs(x - x[low]) <= contact / 2 + 1e-6, 0] = label[low, 0]
        label[abs(x - x[up]) <= contact / 2 + 1e-6, -1] = label[up, -1]
    names, inverse = np.unique(label.ravel(), return_inverse=True)
    inverse = np.asarray(inverse).ravel()
    merge = sp.csr_matrix((np.ones(label.size),
                           (np.arange(label.size), inverse)),
                          shape=(label.size, len(names)))
    system = (merge.T @ full.tocsr() @ merge).tocsr()
    label = inverse.reshape(len(x), len(y))
    free = np.setdiff1d(np.arange(len(names)),
                        np.concatenate([label[0], label[-1]]))
    phi = np.zeros(len(names))
    phi[label[0]] = 1.0
    source = -(system @ phi)[free]
    phi[free] = spsolve(system[free][:, free].tocsc(), source)
    return phi[label[low, 0]] - phi[label[up, -1]]


def hall_tensor(mu_b):
    return [[1.0, -mu_b], [mu_b, 1.0]]


def even_odd(length, width, mu_b, step, shift=0.0, contact=0.0):
    plus = probe_reading(length, width, hall_tensor(mu_b), step, shift, contact)
    minus = probe_reading(length, width, hall_tensor(-mu_b), step, shift, contact)
    return (plus + minus) / 2, (plus - minus) / 2


# Inputs: round values; the layer values are rough typical ones.
mobility = 10e-4          # m2/Vs
field = 1.0               # T
width, length, delta = 100.0, 600.0, 1.0   # um
density = 5e23            # m^-3
thickness = 500e-9        # m
current = 10e-6           # A
temperature = 300.0       # K
acceptor_depth = 0.17     # eV
hole_mass = 1.5 * m_e     # density-of-states mass, one parabolic band
mu_b = mobility * field
ratio = delta / (mu_b * width)

# Equation of motion: find the transverse field that stops sideways drift.
def final_side_velocity(side_field):
    def rate(t, u):
        return [1 + mu_b * u[1] - u[0], side_field - mu_b * u[0] - u[1]]
    return solve_ivp(rate, (0, 40), [0, 0], rtol=1e-10, atol=1e-13).y[1, -1]

drift0, drift1 = final_side_velocity(0.0), final_side_velocity(0.01)
field_ratio = -drift0 * 0.01 / (drift1 - drift0)
assert abs(field_ratio / mu_b - 1) < 1e-5

# Voltages of the example and the two-dimensional conduction problem.
sheet = 1 / (density * q * mobility * thickness)
hall = current * field / (density * q * thickness)
offset = current * sheet * delta / width
bar_voltage = current * sheet * length / width
even, odd = even_odd(length, width, mu_b, 2.5, delta)
num_offset, num_hall = even * bar_voltage, odd * bar_voltage
assert abs(num_offset / offset - 1) < 1e-4
assert abs(num_hall / hall - 1) < 1e-3      # remaining end-contact effect
assert abs(num_offset / num_hall / ratio - 1) < 1e-3
assert abs(ratio - 10) < 1e-9
even2, odd2 = even_odd(300.0, 50.0, 0.02, 2.5, 2.0)
assert abs(even2 / odd2 / (2.0 / (0.02 * 50.0)) - 1) < 2e-3
# The opposite displacement must give a reading of the wrong sign.
wrong_side = probe_reading(length, width, hall_tensor(mu_b), 2.5, -delta)
wrong_side *= bar_voltage
assert abs(wrong_side / (hall - offset) - 1) < 1e-3

# Geometry effects: short bar and metal probes (edge singularities limit
# the grid accuracy to about a hundredth).
short = [even_odd(100.0, 100.0, mu_b, s)[1] / mu_b for s in (5.0, 2.5)]
assert abs(short[0] - short[1]) < 0.01 and 0.5 < short[1] < 0.9
strip = [even_odd(length, width, mu_b, s, 0.0, 10.0)[1]
         / (mu_b * width / length) for s in (2.5, 1.25)]
assert abs(strip[0] - strip[1]) < 0.02 and 0.8 < strip[1] < 1

# Anisotropy with principal axes at 45 degrees, aligned probes, no field.
anisotropy = 0.02
turn = np.array([[1, -1], [1, 1]]) / np.sqrt(2)
tensor = turn @ np.diag([1 + anisotropy / 2, 1 - anisotropy / 2]) @ turn.T
aniso_shift = probe_reading(length, width, tensor, 2.5) * length
assert abs(aniso_shift / (width * anisotropy / 2) - 1) < 2e-3

# Hall factor for relaxation time proportional to energy**power.
def energy_average(power):
    top = quad(lambda z: z ** (1.5 + power) * np.exp(-z), 0, np.inf)[0]
    return top / quad(lambda z: z ** 1.5 * np.exp(-z), 0, np.inf)[0]

factor_phonon = energy_average(-1.0) / energy_average(-0.5) ** 2
factor_impurity = energy_average(3.0) / energy_average(1.5) ** 2
assert abs(factor_phonon - 3 * pi / 8) < 1e-6
assert abs(factor_impurity - 315 * pi / 512) < 1e-6

# Hole density from charge neutrality without compensation, degeneracy 4.
def band_density(temp):
    return 2 * (2 * pi * hole_mass * kB * temp / planck ** 2) ** 1.5

def mass_action(temp):
    return band_density(temp) / 4 * np.exp(-acceptor_depth * q / (kB * temp))

acceptors = density + density ** 2 / mass_action(temperature)

def holes(temp):
    return brentq(lambda p: p * p / (acceptors - p) / mass_action(temp) - 1,
                  1e-6 * acceptors, 0.999 * acceptors, xtol=1e8, rtol=1e-14)

alpha = ((acceptor_depth * q / (kB * temperature ** 2) + 1.5 / temperature)
         / (2 + density / (acceptors - density)))
slope = np.log(holes(temperature + 0.1) / holes(temperature - 0.1)) / 0.2
assert abs(slope / alpha - 1) < 1e-4
drift = 0.1               # K between the two field polarities
scale = holes(temperature) / holes(temperature + drift)
recovered = ((offset + hall) - scale * (offset - hall)) / 2
drift_error = recovered / hall - 1
assert abs(drift_error / ((ratio - 1) * alpha * drift / 2) - 1) < 0.01

# Thermopower for phonon scattering, from the mean transport energy.
n_band = band_density(temperature)
mean_energy = energy_average(0.5) / energy_average(-0.5)
assert abs(mean_energy - 2) < 1e-6
seebeck = kB / q * (mean_energy + np.log(n_band / density))
probe_difference = 0.01   # K between the two probes
thermal_voltage = seebeck * probe_difference

# Self-heating through a substrate, heat flowing straight down.
substrate, conductivity = 400e-6, 40.0    # m, W/(m K), rough values
power = current * bar_voltage
heating = power * substrate / (conductivity * length * width * 1e-12)

# Transport regime.
e_field = current * sheet / (width * 1e-6)
v_thermal = np.sqrt(3 * kB * temperature / hole_mass)
free_path = v_thermal * mobility * hole_mass / q
wavelength = planck / (hole_mass * v_thermal)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Hall mobility", mobility * 1e4, "cm2/Vs")
show("magnetic field", field, "T")
show("bar width", width, "um")
show("bar length", length, "um")
show("probe misalignment", delta, "um")
show("mu*B", mu_b)
show("E_y/E_x from equation of motion", field_ratio, "", 6)
show("equivalent Hall length mu*B*W", mu_b * width, "um")
show("offset / Hall voltage, formula", ratio)
show("offset / Hall voltage, 2D solution", num_offset / num_hall, "", 6)
show("hole density", density * 1e-6, "cm^-3")
show("layer thickness", thickness * 1e9, "nm")
show("current", current * 1e6, "uA")
show("temperature", temperature, "K")
show("sheet resistance", sheet / 1e3, "kOhm per square")
show("longitudinal field", e_field / 100, "V/cm")
show("voltage along the bar", bar_voltage, "V")
show("Hall voltage, formula", hall * 1e3, "mV")
show("Hall voltage, 2D solution", num_hall * 1e3, "mV")
show("offset voltage, formula", offset * 1e3, "mV")
show("offset voltage, 2D solution", num_offset * 1e3, "mV")
show("reading at +B", (offset + hall) * 1e3, "mV")
show("reading at -B", (offset - hall) * 1e3, "mV")
show("reading at +B, opposite displacement, 2D", wrong_side * 1e3, "mV")
show("apparent mobility, +delta", mobility * 1e4 * (1 + ratio), "cm2/Vs")
show("apparent mobility, -delta", mobility * 1e4 * (1 - ratio), "cm2/Vs")
show("misalignment for 1% offset", 0.01 * mu_b * width * 1e3, "nm")
show("Hall voltage fraction kept, bar length = width", short[1], "", 2)
show("Hall voltage fraction kept, 10 um metal probes", strip[1], "", 2)
show("resistivity anisotropy assumed, axes at 45 deg", anisotropy * 100, "%")
show("misalignment equivalent to it", aniso_shift, "um", 3)
show("Hall factor, acoustic phonons", factor_phonon)
show("Hall factor, ionized impurities", factor_impurity)
show("ratio if 10 is drift mobility, phonons", ratio / factor_phonon, "", 3)
show("ratio if 10 is drift mobility, impurities", ratio / factor_impurity, "", 3)
show("acceptor depth", acceptor_depth, "eV")
show("acceptor density needed", acceptors * 1e-6, "cm^-3", 3)
show("relative change of hole density", alpha * 100, "% per K", 3)
show("temperature drift between polarities", drift, "K")
show("error of field-reversed Hall voltage", drift_error * 100, "%", 2)
show("thermopower", seebeck * 1e3, "mV/K", 2)
show("temperature difference between probes", probe_difference, "K")
show("thermoelectric voltage / Hall voltage", thermal_voltage / hall * 100, "%", 2)
show("power in the bar", power * 1e6, "uW", 3)
show("substrate thickness", substrate * 1e6, "um")
show("substrate thermal conductivity", conductivity / 100, "W/(cm K)")
show("self-heating", heating * 1e3, "mK", 2)
show("hole mass assumed / electron mass", hole_mass / m_e)
show("hole density / band density of states", density / n_band, "", 2)
show("magnetoresistance scale (mu*B)^2", mu_b ** 2, "", 2)
show("drift velocity / thermal velocity", mobility * e_field / v_thermal, "", 2)
show("mean free path", free_path * 1e9, "nm", 2)
show("thermal hole wavelength", wavelength * 1e9, "nm", 2)
print("checks complete")
```

Running it gives:

```
Hall mobility: 10 cm2/Vs
magnetic field: 1 T
bar width: 100 um
bar length: 600 um
probe misalignment: 1 um
mu*B: 0.001
E_y/E_x from equation of motion: 0.001
equivalent Hall length mu*B*W: 0.1 um
offset / Hall voltage, formula: 10
offset / Hall voltage, 2D solution: 10.0013
hole density: 5e+17 cm^-3
layer thickness: 500 nm
current: 10 uA
temperature: 300 K
sheet resistance: 24.97 kOhm per square
longitudinal field: 24.97 V/cm
voltage along the bar: 1.498 V
Hall voltage, formula: 0.2497 mV
Hall voltage, 2D solution: 0.2496 mV
offset voltage, formula: 2.497 mV
offset voltage, 2D solution: 2.497 mV
reading at +B: 2.746 mV
reading at -B: 2.247 mV
reading at +B, opposite displacement, 2D: -2.247 mV
apparent mobility, +delta: 110 cm2/Vs
apparent mobility, -delta: -90 cm2/Vs
misalignment for 1% offset: 1 nm
Hall voltage fraction kept, bar length = width: 0.68
Hall voltage fraction kept, 10 um metal probes: 0.93
resistivity anisotropy assumed, axes at 45 deg: 2 %
misalignment equivalent to it: 1 um
Hall factor, acoustic phonons: 1.178
Hall factor, ionized impurities: 1.933
ratio if 10 is drift mobility, phonons: 8.49
ratio if 10 is drift mobility, impurities: 5.17
acceptor depth: 0.17 eV
acceptor density needed: 1.61e+19 cm^-3
relative change of hole density: 1.32 % per K
temperature drift between polarities: 0.1 K
error of field-reversed Hall voltage: 0.6 %
thermopower: 0.56 mV/K
temperature difference between probes: 0.01 K
thermoelectric voltage / Hall voltage: 2.3 %
power in the bar: 15 uW
substrate thickness: 400 um
substrate thermal conductivity: 0.4 W/(cm K)
self-heating: 2.5 mK
hole mass assumed / electron mass: 1.5
hole density / band density of states: 0.011
magnetoresistance scale (mu*B)^2: 1e-06
drift velocity / thermal velocity: 2.6e-05
mean free path: 0.81 nm
thermal hole wavelength: 5.1 nm
checks complete
```
